# Activation volume of solid-phase epitaxial regrowth from one pressure measurement

## The problem

Ion implantation has turned the surface of a crystal into an amorphous layer. On annealing, the crystal below serves as a template and the layer crystallizes from the interface outwards. This is solid-phase epitaxial regrowth, and the speed of the interface is the regrowth velocity $v$.

Two anneals are made at the same temperature, 550 C. The first is at a pressure so low that it may be set to zero. The second is under a hydrostatic pressure $P=1$ GPa, and its velocity is larger by the factor $r=1.62$.

**(a)** Derive the relation between $r$ and the activation volume, and evaluate it in cm³/mol. Find also the volume per activation event and the change of the energy barrier.

**(b)** The layer is 100 nm thick and regrows at 0.1 nm/s at zero pressure. How long does regrowth take in each anneal?

**(c)** Pressure also changes the attempt frequency, the step length and the driving force. How far does this move the answer to (a)?

**(d)** How far is the answer moved by small errors in temperature, pressure and velocity factor?

Use these round parameters, which are rough typical values for ion-amorphized silicon on crystalline silicon:

- activation energy $E=2.7$ eV;
- bulk modulus $B=100$ GPa;
- molar volume 12 cm³/mol, with the amorphous phase 2 percent less dense than the crystal;
- crystallization driving energy 0.1 eV per atom;
- Grüneisen parameter $\gamma=1$ for the attempt frequency.

The activation volume $V^*$ is the volume of the system at the saddle point of the rate-limiting step minus its volume before the step. The mole counts activation events, not the atoms of the layer.

## Hints

**Hint 1.** At fixed temperature, which thermodynamic potential has volume as its pressure derivative? Apply this to the saddle state and to the initial state.

**Hint 2.** A ratio of two velocities removes every factor that is the same in both anneals. Decide which factors you are assuming to be the same.

**Hint 3.** The temperature must be in kelvin. Work out what 1 GPa times 1 cm³/mol is in kJ/mol.

**Hint 4.** For (c), an atom that has joined the crystal can jump back. The ratio of backward to forward rate is fixed by the Gibbs energy difference between the two phases.

**Hint 5.** For (d), write the velocity as an Arrhenius law and ask what an unnoticed temperature difference does to $\ln r$.

## Solution

### (a) The activation volume

Suppose that one thermally activated step limits growth in both anneals. Then

$$v=v_{00}\,e^{-G^*/RT},\qquad G^*=G_s-G_i ,$$

where $G_s$ and $G_i$ are the molar Gibbs energies of the saddle state and the initial state, and $R$ is the gas constant. For the moment the prefactor $v_{00}$ is taken as independent of pressure.

The Gibbs energy is $G=U-TS+PV$, so

$$dG=dU-T\,dS-S\,dT+P\,dV+V\,dP .$$

With $dU=T\,dS-P\,dV$ four terms cancel, and $dG=V\,dP-S\,dT$ remains. At fixed temperature this gives $(\partial G/\partial P)_T=V$. Subtracting the relation for the initial state from that for the saddle state gives

$$\left(\frac{\partial G^*}{\partial P}\right)_T=V_s-V_i=V^* .$$

The saddle is not a stable state, so it is worth seeing what its volume means. Let $U(V)$ be the energy of a small region around the reaction site when its volume is $V$, either in the initial state or with the reaction coordinate held at the saddle. The Gibbs energy of that state is, up to a constant,

$$G=-RT\ln Z,\qquad Z=\int e^{-[U(V)+PV]/RT}\,dV .$$

Differentiation brings down a factor $-V/RT$ under the integral:

$$\frac{\partial G}{\partial P}=-\frac{RT}{Z}\int\left(-\frac{V}{RT}\right)e^{-[U(V)+PV]/RT}\,dV=\langle V\rangle .$$

The activation volume is thus the difference of two thermal mean volumes.

Now take the logarithm of the velocity and differentiate at fixed $T$:

$$\left(\frac{\partial\ln v}{\partial P}\right)_T=-\frac{V^*}{RT}.$$

Integration from zero pressure to $P$ gives

$$\ln r=\ln\frac{v(P)}{v(0)}=-\frac{1}{RT}\int_0^P V^*(P')\,dP' .$$

The integral is $P$ times the average of $V^*$ over the pressure interval. Calling this average the apparent activation volume $V_{\rm app}$, we have

$$\boxed{V_{\rm app}=-\frac{RT}{P}\ln r}$$

Two anneals determine this average. It equals the activation volume at zero pressure if $V^*$ does not vary over the interval; Variation 2 treats a case in which it does.

For the numbers, $T=550+273.15=823.15$ K, so $RT=6.844$ kJ/mol, and $\ln 1.62=0.4824$. The units follow from

$$1\ \text{GPa}\times1\ \text{cm}^3/\text{mol}=10^9\ \text{Pa}\times10^{-6}\ \text{m}^3/\text{mol}=1\ \text{kJ/mol}.$$

Hence

$$V_{\rm app}=-\frac{6.844\times0.4824}{1}\ \text{cm}^3/\text{mol}=-3.30\ \text{cm}^3/\text{mol}.$$

Division by Avogadro's number gives $-0.00548$ nm³ per event. The barrier changes by $PV_{\rm app}=-3.30$ kJ/mol, which is $-0.0342$ eV per event. This is little more than 1 percent of the activation energy of 2.7 eV, yet the velocity rises by 62 percent, because the rate depends on the barrier change divided by the thermal energy, and that quotient is $-0.48$.

The sign says that the system contracts on its way to the saddle. Pressure does work on a contracting system and so lowers the barrier. The magnitude is 0.275 of the molar volume, so each event contracts the system by roughly a quarter of an atomic volume. This does not identify the atomic mechanism. If, for example, growth proceeds by the migration of defects that form singly and whose number is set by thermal equilibrium, the Gibbs energies of formation and migration add in the exponent, and the measured volume is the sum of a formation volume and a migration volume. One number cannot separate them.

If $|PV^*|\ll RT$, the exponential may be expanded, and $r-1\approx-PV^*/RT$. Here the exponent is 0.48, which is not small: the linear form would give $-0.62\times6.844=-4.24$ cm³/mol, so the logarithm must be kept.

The formula can be tested against the integrals $Z$. Take a region of ten atoms, with initial volume $V_0=120$ cm³/mol, and give each state the energy

$$U(V)=\text{const}+\tfrac12B_jV_j\,[\ln(V/V_j)]^2 ,$$

where $V_j$ is the volume of lowest energy and $B_j$ the modulus of that state. The initial state has the modulus 100 GPa, and the saddle modulus is scaled in proportion to $V_j$, so that both states lose nearly the same volume under pressure. The saddle volume is then adjusted until numerical integration gives $r=1.62$. The result is $V_s-V_0=-3.305$ cm³/mol, against $-3.302$ from the formula.

### (b) The regrowth times

If the velocity is constant through the layer, the time is thickness divided by velocity:

$$t(0)=\frac{100\ \text{nm}}{0.1\ \text{nm/s}}=1000\ \text{s},\qquad t(P)=\frac{100\ \text{nm}}{0.162\ \text{nm/s}}=617\ \text{s}.$$

The temperature is the same in both cases. The ratio of the times is $1/r$, whatever the thickness, provided thickness and velocity both refer to the uncompressed material. If the velocity is that in the compressed material, as in part (c), the layer is 99.7 nm thick under pressure and the second time is 615 s.

### (c) What else pressure changes

Let the interface advance by a step length $a$ at the rate $k_+$ and retreat by the same length at the rate $k_-$. Let $g>0$ be the molar Gibbs energy of the amorphous phase minus that of the crystal, and let one atom change phase per jump. In equilibrium between two states the forward and backward flows balance, which requires $k_-/k_+=e^{-g/RT}$. The net velocity is therefore

$$v=a(k_+-k_-)=a\,k_+\left(1-e^{-g/RT}\right),\qquad k_+=\nu\,e^{-G^*/RT}.$$

From here on the attempt frequency $\nu$ is written separately, and $V^*$ is the pressure derivative of the remaining barrier. In transition-state theory this means that the vibration along the reaction path is left out of the initial state. The full volume difference of part (a) includes that vibration, and with it the effect of pressure on $\nu$. The logarithm of $v$ is a sum of four terms, and each is differentiated at fixed $T$.

*Step length.* Since $a\propto V^{1/3}$ and $\partial\ln V/\partial P=-1/B$, we have $\partial\ln a/\partial P=-1/(3B)$.

*Attempt frequency.* The Grüneisen parameter is defined by $\nu\propto V^{-\gamma}$, so $\partial\ln\nu/\partial P=+\gamma/B$.

*Barrier.* This contributes $-V^*/RT$, as before.

*Driving force.* Let $D=\partial g/\partial P$. By the argument of part (a), $D$ is the molar volume of the amorphous phase minus that of the crystal. Then

$$\frac{\partial}{\partial P}\ln\left(1-e^{-g/RT}\right)=\frac{e^{-g/RT}}{1-e^{-g/RT}}\,\frac{D}{RT}=\frac{1}{e^{g/RT}-1}\,\frac{D}{RT}.$$

To first order in $P$, $\ln r$ is $P$ times the sum of the four derivatives. Multiplying by $-RT/P$ gives

$$V_{\rm app}=V^*+\frac{RT}{3B}-\frac{RT\gamma}{B}-\frac{D}{e^{g/RT}-1},$$

and solving for the barrier volume,

$$V^*=V_{\rm app}+\frac{RT\gamma}{B}-\frac{RT}{3B}+\frac{D}{e^{g/RT}-1}.$$

The numerical values are as follows.

- Attempt frequency: $6.844\times1/100=+0.068$ cm³/mol. Stiffer vibrations account for part of the speed-up, so the barrier has less to explain.
- Step length: $-6.844/300=-0.023$ cm³/mol. Shorter steps slow the interface, so the barrier has more to explain.
- Driving force: $D=0.02\times12=0.24$ cm³/mol. The driving energy of 0.1 eV is 9.65 kJ/mol, so $g/RT=1.410$ and $e^{g/RT}-1=3.095$. The term is $0.24/3.095=+0.078$ cm³/mol. Pressure favours the denser crystal and makes backward jumps rarer relative to forward jumps, although both become more frequent here.

Together,

$$V^*=-3.302+0.068-0.023+0.078=-3.18\ \text{cm}^3/\text{mol}.$$

The correction is about 4 percent of the result. This figure rests on one atom per jump and on $\gamma=1$. If ten atoms change phase per jump, the driving-force term almost vanishes and about 1 percent remains; a negative $\gamma$ for the reaction mode would reverse the attempt-frequency term. For the full volume difference of part (a) the attempt-frequency term is not added, and the value is $-3.25$ cm³/mol. The step-length term belongs to a velocity measured in the compressed material. If the regrown thickness is measured after the pressure is released, that term drops out.

The driving-force term has two limits. For $g\gg RT$ backward jumps are negligible and the term vanishes as $De^{-g/RT}$. For $g\ll RT$ it becomes $D\,RT/g$, which can be large: close to phase equilibrium the pressure acts mainly through the driving force, and the velocity factor says little about the barrier. The first-order formula also needs $PD$ to be small against both $g$ and $RT$, and here $PD=0.24$ kJ/mol against 9.65 and 6.84 kJ/mol.

As a test, the probabilities of the interface positions were followed in time with forward and backward jumps, using $V^*=-3.179$ cm³/mol and all three effects. The compression was taken from the Murnaghan law $V(P)/V(0)=(1+4P/B)^{-1/4}$. The mean velocities at 1 GPa and at zero pressure have the ratio 1.6194, against the required 1.62. The first-order correction is therefore sufficient here.

### (d) Errors of measurement

Suppose that the compressed sample is hotter than the other by $\delta$, and that this goes unnoticed. With an Arrhenius law, the heating alone changes the logarithm of the velocity by

$$-\frac{E}{R}\left(\frac{1}{T+\delta}-\frac1T\right)=\frac{E\,\delta}{RT(T+\delta)} .$$

Multiplication by $-RT/P$ gives the spurious part of the apparent volume:

$$\delta V_{\rm app}=-\frac{E\,\delta}{P\,(T+\delta)} .$$

With $E=2.7$ eV, which is 260.5 kJ/mol, and $\delta=1$ K,

$$\delta V_{\rm app}=-\frac{260.5}{1\times824.15}=-0.316\ \text{cm}^3/\text{mol}.$$

This uses the zero-pressure barrier. In the compressed sample the barrier is $E+PV^*=257.2$ kJ/mol, which gives $-0.312$ cm³/mol. One kelvin thus moves the result by almost 10 percent, more than all the corrections of part (c) together. To find the heating that would imitate the whole pressure effect, set the change of the logarithm equal to $\ln r$. With $y=RT\ln r/E=0.01267$ the condition reads $\delta=y(T+\delta)$, so

$$\delta=\frac{yT}{1-y}=10.6\ \text{K}.$$

The other errors considered are smaller. An error of 1 K common to both anneals enters only through the factor $RT$ and changes the result by 0.004 cm³/mol. If the true pressure is 1.05 GPa instead of 1 GPa, the result becomes less negative by 0.157 cm³/mol. If $r$ is 1.625 instead of 1.620, it becomes more negative by 0.021 cm³/mol. Replacing zero reference pressure by one atmosphere changes it by about 0.0003 cm³/mol.

The second decimal of $-3.30$ is therefore meaningful only as arithmetic on data taken as exact. As a statement about a material it would require, besides a more precise pressure and velocity factor, the temperatures of the two anneals to agree to a few hundredths of a kelvin.

### The real case

The parameters are rough values for silicon, and none is meant to be far from typical. The assumption of hydrostatic stress needs particular care. In a film or a patterned structure the layer may be loaded mainly along certain directions, and the response then depends on how the activation strain is distributed over those directions. A hydrostatic experiment fixes the sum of the three normal components of that strain, not each one. If the strain were isotropic, a uniaxial compression of 1 GPa would act like a pressure of one third of 1 GPa, and the velocity factor would be $e^{0.4824/3}=1.17$ instead of 1.62. If it is anisotropic, the factor can lie on either side of 1.17, and the present data do not determine it. It falls below 1, so that compression slows growth, when the component along the load is positive. The volume found here should therefore not be used alone to predict regrowth under a directional stress.

## Variation 1: another temperature, another pressure

*What velocity factor is expected for 1 GPa at 600 C, and for 2 GPa at 550 C, if the activation volume is constant?*

At the new temperature $T_2=873.15$ K,

$$\ln r_2=-\frac{PV_{\rm app}}{RT_2}=\frac{T}{T_2}\ln r=\frac{823.15}{873.15}\times0.4824=0.4548,$$

so $r_2=1.576$. The factor is smaller because the same change of barrier is compared with a larger thermal energy. The velocity itself is higher at 600 C, at both pressures.

At 550 C and 2 GPa the exponent doubles, and the factor is $r^2=1.62^2=2.624$.

The ten-atom region of part (a), with the saddle volume found there, gives the same factors by direct integration: 1.576 and 2.624. In that model the energies do not depend on temperature and the volume difference hardly depends on pressure. A real material need not share either property, and a change of the rate-limiting step could invalidate either prediction.

## Variation 2: a saddle state that is softer

*Suppose that the ten-atom region has a modulus 10 percent lower at the saddle than in the initial state. By how much does the measured average differ from the activation volume at zero pressure?*

The 10 percent is an illustrative choice. To leading order, a state of volume $V_j$ and modulus $B_j$ shrinks to $V_j(1-P/B_j)$. The activation volume then varies with pressure as

$$V^*(P)=V^*(0)-cP,\qquad c=\frac{V_s}{B_s}-\frac{V_0}{B_0}.$$

Averaging over the interval from 0 to $P$ replaces $P$ by $P/2$:

$$V_{\rm app}=V^*(0)-\tfrac12cP .$$

With $V_0=120$ and $V_s=120-3.30=116.70$ cm³/mol, $B_0=100$ GPa and $B_s=90$ GPa,

$$c=\frac{116.70}{90}-\frac{120}{100}=0.097\ \text{cm}^3/\text{mol per GPa}.$$

The average is more negative than the zero-pressure value by 0.048 cm³/mol. Direct integration for this region gives 0.047 cm³/mol. The shift is about 1.4 percent of the result. With the two moduli and $V_s-V_0$ fixed, $c=V_0(1/B_s-1/B_0)+(V_s-V_0)/B_s$ increases linearly with the size of the region, but is not proportional to it. The shift vanishes when $V_s/B_s=V_0/B_0$.

A third anneal at 2 GPa could in principle reveal the softening. Integrating $V^*(P)$ gives

$$\ln r(P)=-\frac{1}{RT}\left[V^*(0)P-\tfrac12cP^2\right].$$

The linear term cancels in the combination

$$\ln r(2\ \text{GPa})-2\ln r(1\ \text{GPa})=\frac{c}{2RT}\,(4-2)\ \text{GPa}^2=\frac{0.097}{6.844}=0.014 .$$

This is the leading order; higher-order compression of the region lowers it to about 0.013. By part (d), one kelvin changes $\ln v$ by $0.316/6.844=0.046$. The curvature signal therefore equals the effect of an error of about 0.3 K in the anneal at 2 GPa, or of half as much in the anneal at 1 GPa, which enters the combination twice. The temperatures of the anneals would have to agree considerably better than that for it to be seen.

The numerical output below lists the main values used in this sheet.

## Numbers as computed

```
Velocity factor r: 1.62
Pressure: 1.0 GPa
Temperature: 550 C = 823.15 K
RT: 6.8440 kJ/mol
ln r: 0.4824
Apparent activation volume: -3.302 cm3/mol
Same, per event: -0.00548 nm3
Volume found from Boltzmann integrals: -3.305 cm3/mol
Barrier change P*V_app: -0.0342 eV
Rough molar volume: 12.0 cm3/mol
|V_app| / molar volume: 0.275
Layer thickness: 100 nm
Velocity at zero pressure: 0.100 nm/s
Velocity under pressure: 0.162 nm/s
Regrowth time at zero pressure: 1000 s
Regrowth time under pressure: 617 s
Predicted factor at 600 C, 1 GPa: 1.576
  same from Boltzmann integrals: 1.576
Predicted factor at 550 C, 2 GPa: 2.624
  same from Boltzmann integrals: 2.624
Rough activation energy: 2.7 eV
Rough bulk modulus: 100 GPa
Rough Grueneisen parameter: 1.0
Rough driving energy per atom: 0.10 eV
Rough amorphous density deficit: 2.0 percent
Amorphous minus crystal volume: 0.24 cm3/mol
Correction, attempt frequency: +0.068 cm3/mol
Correction, step length: -0.023 cm3/mol
Correction, driving force: +0.078 cm3/mol
Corrected activation volume: -3.179 cm3/mol
Factor from master equation with it: 1.6194
Soft-saddle region: 10 atoms
Saddle softening: 10 percent
Average minus zero-pressure volume: -0.047 cm3/mol
Shift if compressed sample 1 K hotter: -0.316 cm3/mol
Heating that alone gives factor r: 10.6 K
Pressure error considered: +0.05 GPa
Shift if true pressure is higher by it: +0.157 cm3/mol
Shift if r is higher by 0.005: -0.021 cm3/mol
Shift if reference is 1 atm: -0.00033 cm3/mol
```
